\section*{Fourier Iteration for Periodic Composite Polarization: Permittivity Contrast and Convergence}

\section{A fast first step and a slow tail}

A polymer of relative permittivity 3 contains a square array of parallel fibres of permittivity 60, with a uniform mean field across them. On a $45\times45$ grid the first step of the Moulinec--Suquet iteration reduces the residual to 0.277 of its initial value. Near the end of the run, after 89 steps, each step still leaves 0.900 of the residual. The guaranteed factor for this contrast is 0.905. The question is why the iteration starts so much faster than its guarantee and then falls back to it.

\section{Field equation and iteration}

The permittivity $\varepsilon(\mathbf x)$ is relative, real, positive, isotropic and independent of the field. It equals $\varepsilon_m$ in the matrix and $\varepsilon_i=\kappa\varepsilon_m$ in the filler, with $\kappa>1$. We write $\Delta=\varepsilon_i-\varepsilon_m$, $f$ for the filler fraction, $\chi$ for the filler indicator and $\langle\cdot\rangle$ for the cell mean. Fields are in units of the mean field, so $\langle\mathbf E\rangle=\hat{\mathbf x}$. Without free charge,
\begin{equation}
\nabla\times\mathbf E=0,\qquad \nabla\cdot(\varepsilon\mathbf E)=0 .
\end{equation}
Let $P$ multiply the Fourier coefficient at $\mathbf k\neq0$ by $\mathbf k\mathbf k^{T}/k^2$ and remove the coefficient at $\mathbf k=0$. It projects orthogonally onto periodic gradients of zero mean. Since $\mathbf k\cdot\mathbf D_{\mathbf k}=0$ for a divergence-free field, the second equation is equivalent to $P(\varepsilon\mathbf E)=0$.

Choose a constant reference permittivity $\varepsilon_r>0$. A compatible field, meaning a curl-free field with the prescribed mean, satisfies $P\mathbf E=\mathbf E-\hat{\mathbf x}$. Splitting $\varepsilon=\varepsilon_r+(\varepsilon-\varepsilon_r)$ in $P(\varepsilon\mathbf E)=0$ therefore gives
\begin{equation}
\mathbf E=\hat{\mathbf x}-\frac1{\varepsilon_r}P[(\varepsilon-\varepsilon_r)\mathbf E].
\end{equation}
The fixed-point scheme inserts $\mathbf E_n$ on the right. Using $P\mathbf E_n=\mathbf E_n-\hat{\mathbf x}$ again,
\begin{equation}
\mathbf E_{n+1}=\hat{\mathbf x}-\frac{P(\varepsilon\mathbf E_n)}{\varepsilon_r}+\mathbf E_n-\hat{\mathbf x}
=\mathbf E_n-\frac{\mathbf r_n}{\varepsilon_r},\qquad \mathbf r_n=P(\varepsilon\mathbf E_n).
\label{eq:it}
\end{equation}

One step on a grid is as follows.
\begin{enumerate}
\item Form $\mathbf D=\varepsilon\mathbf E_n$ at the nodes.
\item Transform $\mathbf D$, apply $\mathbf k\mathbf k^T/k^2$, set the mean to zero and transform back to get $\mathbf r_n$.
\item Stop if $\mathbf r_n$ is small enough; otherwise subtract $\mathbf r_n/\varepsilon_r$ from the field.
\end{enumerate}
The start is $\mathbf E_0=\hat{\mathbf x}$. An odd number of nodes per side avoids the Nyquist frequency, whose wavevector has no separate partner of opposite sign.

\section{How contrast enters the error}

Let $\boldsymbol\delta_n=\mathbf E_n-\mathbf E$. It is a zero-mean gradient, and $P(\varepsilon\mathbf E)=0$, so $\mathbf r_n=A\boldsymbol\delta_n$ with $A=P\varepsilon P$. Equation (\ref{eq:it}) becomes
\begin{equation}
\boldsymbol\delta_{n+1}=T\boldsymbol\delta_n,\qquad T=1-A/\varepsilon_r .
\end{equation}
$A$ is self-adjoint, and for a zero-mean gradient $\mathbf v$ we have $\langle\mathbf v\cdot A\mathbf v\rangle=\langle\varepsilon|\mathbf v|^2\rangle$. Its spectrum thus lies in $[\varepsilon_m,\varepsilon_i]$. A mode with eigenvalue $\lambda$ is multiplied at each step by
\begin{equation}
q=1-\lambda/\varepsilon_r .
\end{equation}
On a finite grid, convergence from every compatible start requires $|q|<1$ for all modes. Since $\lambda>0$, this means $\varepsilon_r>\lambda_{\max}/2$, and $\varepsilon_r>\varepsilon_i/2$ is sufficient. On a $15\times15$ grid a random error shrinks to $1.3\times10^{-11}$ of its size in 600 steps at $\varepsilon_r=0.51\lambda_{\max}$, and grows by $9.1\times10^9$ at $0.49\lambda_{\max}$. Taking the matrix as reference, $\varepsilon_r=3$, violates the condition: the residual grows by $2\times10^{11}$ in ten steps.

The largest $|q|$ over the interval occurs at one of its ends. Raising $\varepsilon_r$ reduces $\varepsilon_i/\varepsilon_r-1$ and increases $1-\varepsilon_m/\varepsilon_r$, so the maximum is least when they are equal:
\begin{equation}
\varepsilon_r=\frac{\varepsilon_m+\varepsilon_i}2,\qquad
\rho=\frac{\varepsilon_i-\varepsilon_m}{\varepsilon_i+\varepsilon_m}=\frac{\kappa-1}{\kappa+1}.
\label{eq:rho}
\end{equation}
Here $\varepsilon_r=31.5$ and $\rho=57/63=0.905$. This choice is kept from here on. To reduce an error by a factor $\tau$ it suffices that $\rho^n\le\tau$. For large contrast $\ln(1/\rho)=2\,\mathrm{artanh}(1/\kappa)\simeq2/\kappa$, hence
\begin{equation}
n\simeq\frac{\kappa}{2}\ln\frac1\tau .
\end{equation}

The factor is attained. Take a potential that vanishes outside a region inside one phase. Its gradient is an eigenfield with $\lambda=\varepsilon_m$ or $\varepsilon_i$, according to the phase. On a grid with $N^2$ nodes, $N_i$ of them in filler, gradients vanishing at all filler nodes exist if $2N_i<N^2-1$, because the gradients have $N^2-1$ degrees of freedom. They have $\lambda=\varepsilon_m$. For $\tau=10^{-6}$ on the $45\times45$ fibre grid, random errors need 138 steps at $\kappa=20$ and 2058 at $\kappa=300$, against bounds of 139 and 2073.

A uniform start does not excite these confined modes. If $\mathbf v$ lies wholly in one phase, where $\varepsilon=\lambda$, its overlap with the first residual is
\begin{equation}
\langle\mathbf v\cdot P(\varepsilon\hat{\mathbf x})\rangle
=\langle\varepsilon\mathbf v\rangle\cdot\hat{\mathbf x}
=\lambda\langle\mathbf v\rangle\cdot\hat{\mathbf x}=0 .
\end{equation}
The contrast fixes the guarantee, while the geometry decides which modes the start contains.

\section{A laminate with a single mode}

Let the layers be normal to the field. All fields then point along $x$ and depend on $x$ alone, and $P$ merely subtracts the mean. The first residual is $\Delta(\chi-f)$. Since $\chi^2=\chi$,
\begin{align}
\varepsilon(\chi-f)&=\varepsilon_m(\chi-f)+\Delta(1-f)\chi,\\
A(\chi-f)&=[\varepsilon_m+\Delta(1-f)](\chi-f).
\end{align}
One mode is excited, with $\lambda=\varepsilon_m+\Delta(1-f)$. For $f=0.20$, $\lambda=3+57\times0.80=48.6$ and $q=1-48.6/31.5=-0.543$, the measured magnitude. As $f\to0$, $\lambda\to\varepsilon_i$ and $|q|\to\rho$, so thin filler layers realize the guarantee even from a uniform start. At $f=1/2$, $\lambda=\varepsilon_r$ and one step suffices, whatever the contrast.

The limit follows from $\mathbf E=\hat{\mathbf x}-A^{-1}\mathbf r_0$ and $\langle(\chi-f)^2\rangle=f(1-f)$:
\begin{align}
\varepsilon_{\rm eff}&=\varepsilon_m+f\Delta-\frac{\Delta^2f(1-f)}{\lambda}\\
&=\frac{\varepsilon_m^2+\varepsilon_m\Delta}{\lambda}
=\frac{\varepsilon_m\varepsilon_i}{f\varepsilon_m+(1-f)\varepsilon_i}.
\end{align}
This is the harmonic mean, $180/48.6=3.704$, which the iteration reproduces.

\section{Stopping and the accuracy of the permittivity}

Let $\|\mathbf v\|^2=\langle|\mathbf v|^2\rangle$. Since $\boldsymbol\delta_n=A^{-1}\mathbf r_n$ and $A\ge\varepsilon_m$,
\begin{equation}
\|\boldsymbol\delta_n\|\le\|\mathbf r_n\|/\varepsilon_m .
\end{equation}
The effective permittivity can be estimated by the flux $F_n=\langle\hat{\mathbf x}\cdot\varepsilon\mathbf E_n\rangle$ or by the energy form $W_n=\langle\mathbf E_n\cdot\varepsilon\mathbf E_n\rangle$. Insert $\mathbf E_n=\mathbf E+\boldsymbol\delta_n$ in $W_n$. The cross term vanishes because a zero-mean gradient is orthogonal to $\varepsilon\mathbf E$, and for the same reason $\langle\mathbf E\cdot\varepsilon\mathbf E\rangle=\varepsilon_{\rm eff}$. Thus
\begin{equation}
0\le W_n-\varepsilon_{\rm eff}=\langle\boldsymbol\delta_n\cdot A\boldsymbol\delta_n\rangle
=\langle\mathbf r_n\cdot A^{-1}\mathbf r_n\rangle\le\|\mathbf r_n\|^2/\varepsilon_m .
\label{eq:stop}
\end{equation}
For the flux, write $\mathbf E=\hat{\mathbf x}+\mathbf e$. A uniform start has $\boldsymbol\delta_n=-T^n\mathbf e$, and again $\langle\mathbf E\cdot\varepsilon\boldsymbol\delta_n\rangle=0$, so
\begin{equation}
F_n-\varepsilon_{\rm eff}=-\langle\mathbf e\cdot A\boldsymbol\delta_n\rangle
=\langle\mathbf e\cdot AT^n\mathbf e\rangle .
\end{equation}
The energy error is $\langle T^n\mathbf e\cdot AT^n\mathbf e\rangle=\langle\mathbf e\cdot AT^{2n}\mathbf e\rangle$, because $A$ and $T$ commute. Hence $W_n=F_{2n}$: with a uniform start, the energy form delivers at step $n$ what the flux delivers at step $2n$.

For the fibre array, symmetry between $x$ and $y$ shares the variance $f(1-f)$ of $\chi$ equally between the two directions, so $\|\mathbf r_0\|=\Delta\sqrt{f(1-f)/2}=57\sqrt{0.105}=18.5$ at $f=0.30$. An iteration error below $0.1\,\%$ of 5.24, or 0.0052, is guaranteed by $\|\mathbf r_n\|\le\sqrt{3\times0.0052}=0.125$. A residual drop to $6\times10^{-3}$ is enough. For the drop to $10^{-6}$ used here, the same bound limits the iteration error of $W_n$ to about $10^{-10}$, far below the grid error.

\section{Why the fibre array starts fast}

The continuum solution for circular fibres gives the excited modes without a grid. Take the period as unit length and let $f=\pi R^2$. In the matrix the potential is $\phi=\mathrm{Re}\,w(z)$, $z=x+iy$, with
\begin{equation}
w=-Cz+b_1\zeta(z)+\sum_{l=3,5,\ldots}b_l\sum_u(z-u)^{-l}.
\end{equation}
Here $u$ runs over the fibre centres, $b_l$ is real, and symmetry leaves odd orders. The function $\zeta(z)=1/z+\sum_{u\ne0}[1/(z-u)+1/u+z/u^2]$ has a periodic derivative, so it gains constants $\eta_1$ and $\eta_2$ under $z\to z+1$ and $z\to z+i$. The integral around a cell gives $i\eta_1-\eta_2=2\pi i$, and $\zeta(iz)=-i\zeta(z)$ gives $\eta_2=-i\eta_1$. Thus $\eta_1=\pi$ and $\eta_2=-i\pi$.

The potential drop across a cell is the mean field, so $C-\pi b_1=1$. The flux through a side is $-\mathrm{Im}[w(z+i)-w(z)]=C+\pi b_1$ in units of $\varepsilon_m$. Therefore
\begin{equation}
\varepsilon_{\rm eff}/\varepsilon_m=1+2\pi b_1 .
\end{equation}
Near the fibre at the origin, $w=\sum_k(a_kz^k+b_kz^{-k})$. Expanding the terms from the other fibres gives
\begin{equation}
a_k=-\delta_{k1}-\sum_l\binom{k+l-1}{k}S_{k+l}b_l,\qquad S_p=\sum_{u\ne0}u^{-p}\ (p>2).
\end{equation}
The entry $S_2=\pi$ accounts for $C=1+\pi b_1$. Let the potential inside be $c_kr^k\cos k\theta$. Continuity of potential and normal displacement requires
\begin{equation}
a_k+b_kR^{-2k}=c_k,\qquad a_k-b_kR^{-2k}=\kappa c_k .
\end{equation}
Eliminating $c_k$ gives $a_k=-b_kR^{-2k}/\rho$. With $b_k=R^k\beta_k$,
\begin{equation}
\frac{\beta_k}{\rho}-\sum_lG_{kl}\beta_l=R\,\delta_{k1},\qquad
G_{kl}=\binom{k+l-1}{k}R^{k+l}S_{k+l}.
\label{eq:mp}
\end{equation}
Multiplying $G_{kl}$ by $\sqrt{k/l}$ makes it symmetric. Let $g_j$ be its eigenvalues and $U_j$ the first components of its normalized eigenvectors. Then
\begin{equation}
\frac{\varepsilon_{\rm eff}}{\varepsilon_m}=1+2f\rho\sum_j\frac{U_j^2}{1-\rho g_j}.
\label{eq:eff}
\end{equation}

These eigenvalues also fix the convergence factors. An eigenfield of $A$ obeys $P[(\varepsilon-\lambda)\mathbf v]=0$: it is a field without applied mean in a composite of permittivities $\varepsilon_m-\lambda$ and $\varepsilon_i-\lambda$. Equation (\ref{eq:mp}) without its source then requires $1/\rho'=g_j$, where $\rho'=\Delta/(2\varepsilon_r-2\lambda)$ belongs to the shifted values. So
\begin{equation}
\lambda_j=\varepsilon_r-\tfrac12\Delta g_j,\qquad q_j=\frac{\Delta g_j}{2\varepsilon_r}=\rho g_j .
\label{eq:q}
\end{equation}

To find how strongly each mode enters, use $\varepsilon_r(1-\rho g_j)=\lambda_j$ in (\ref{eq:eff}) and put $s_j=(1-g_j)/2$, so that $\varepsilon_m=\lambda_j-\Delta s_j$. With $\sum_jU_j^2=1$,
\begin{equation}
\varepsilon_{\rm eff}=\varepsilon_m+f\Delta\sum_j\frac{\varepsilon_mU_j^2}{\lambda_j}
=\langle\varepsilon\rangle-\Delta^2f\sum_j\frac{s_jU_j^2}{\lambda_j}.
\end{equation}
The general result is $\varepsilon_{\rm eff}=\langle\varepsilon\rangle-\langle\mathbf r_0\cdot A^{-1}\mathbf r_0\rangle$. Matching the two at every contrast shows that mode $j$ carries a share proportional to $s_jU_j^2$ of $\|\mathbf r_0\|^2$.

At $f=0.30$ one mode carries 0.963 of this square. It has $\lambda=22.72$, hence $q=1-22.72/31.5=0.279$ and $g=0.308$, close to the leading value $G_{11}=f$. All modes together give a first-step factor of 0.274, against 0.277 and 0.276 on the $45\times45$ and $225\times225$ grids. This explains the fast start. For infinite contrast $\rho\to1$, and the factor of this mode tends to 0.308, not to one.

The tail belongs to the discrete problem. In the continuum, the absolute entries in each row of the symmetrized $G$ add up to less than 0.36 (the first row gives about $0.30+0.05$, the others much less). This sum bounds every $|g_j|$, so no excited continuum mode has $|q|$ above $0.36\rho<0.33$. Successive residual ratios cannot decrease, since $\|T\mathbf r\|^2=\langle\mathbf r\cdot T^2\mathbf r\rangle\le\|\mathbf r\|\,\|T^2\mathbf r\|$; they approach the largest excited $|q|$. On the $15\times15$ grid, diagonalization finds an excited mode with $|q|=0.905$, though its share of $\|\mathbf r_0\|^2$ is below $10^{-7}$; a mode with $|q|=0.904$ carries about $10^{-5}$. Refinement does not remove the tail: the late factor is 0.900 on all three finer grids. That these slow modes sit at the pixelated interface is a conjecture. Extrapolating the late factor back over 89 steps gives an initial amplitude of $10^{-6}/0.900^{89}\approx0.01$ of the residual for the slowest group of modes; all modes with $|q|>0.8$ together amount to about 0.03 on the $45\times45$ grid and 0.015 on the $135\times135$ grid. The slow part is small at first, but a strict tolerance exposes it, and contrast regains control: for a drop to $10^{-6}$ the uniform start needs 89, 397 and 1120 steps at $\kappa=20$, 100 and 300.

\section{Grid error}

The multipole permittivity is 5.24. Grids with 45, 135 and 225 nodes per side deviate from it by $-0.13$, $+0.16$ and $+0.23\,\%$. The deviation does not shrink, partly because the pixelated filler fractions differ: 0.29679, 0.29942 and 0.30027. Keeping only $g=f$ in (\ref{eq:eff}) gives $\varepsilon_{\rm eff}/\varepsilon_m=(1+f\rho)/(1-f\rho)$, whose logarithmic derivative with respect to $\ln f$ is $2f\rho/(1-f^2\rho^2)=0.59$. The fraction errors thus account for about $-0.63$, $-0.11$ and $+0.05\,\%$. The remainders, $+0.50$, $+0.27$ and $+0.18\,\%$, decrease over these three grids, but the pixelated interface changes irregularly with the grid, so the decrease is not monotonic on the sizes in between: 75 nodes give $+0.61\,\%$. The small total error on the coarsest grid is a cancellation, and agreement on one grid is no proof of accuracy.

\section{The polymer film}

The period is 200 nm, the fibre diameter 124 nm and the mean field 0.2 MV/cm. The displacement is $\varepsilon_0\varepsilon_{\rm eff}E=0.093\ \mu\mathrm{C/cm^2}$ and the polarization, with $\varepsilon_{\rm eff}-1$ in place of $\varepsilon_{\rm eff}$, is $0.075\ \mu\mathrm{C/cm^2}$. From $\langle\varepsilon\mathbf E\rangle=\varepsilon_m\langle\mathbf E\rangle+\Delta\langle\chi\mathbf E\rangle$, the mean filler field relative to the applied field is $(\varepsilon_{\rm eff}-\varepsilon_m)/(f\Delta)=2.24/17.1=0.131$, or 0.026 MV/cm. The polymer field, $-w'(x)$ on the axis, peaks at the fibre surface at 0.57 MV/cm.

These inputs are rough values for a capacitor polymer filled with a high-permittivity oxide; the perfect array is an idealization. The peak field is 0.11 of a rough breakdown field of 5 MV/cm. At 300 K, Poole--Frenkel lowering by 0.39 eV, for an assumed optical permittivity of 2.2, would raise the polymer conductivity there by $3\times10^6$. From an assumed zero-field $10^{-17}$ S/cm this gives a local loss tangent of 0.002 at 10 kHz. It varies as inverse frequency and reaches one near 20 Hz, where the purely dielectric model fails at the fibre surface. This counts conduction loss only and is an order-of-magnitude estimate: with permittivity 3 in the lowering formula, the loss tangent and the crossover frequency drop about ninefold. Tunnelling, filler saturation and electrostatic strain are negligible at the assumed values. A 2 nm interphase of permittivity 6 raises $\varepsilon_{\rm eff}$ by about $2\,\%$, and a $10\,\%$ lower filler permittivity reduces it by $0.7\,\%$. Arrangement matters most: for the same fractions, the bounds for parallel-fibre composites that are isotropic in the cross-section run from 5.2 to 13.5. The array lies near the lower one. A real film can lie well above it if touching fibres form continuous chains along the field; such chains break the isotropy and give about 15, above even the upper bound. Separate touching pairs aligned with the field have a weaker effect but still raise $\varepsilon_{\rm eff}$ by about $20\,\%$. The numerical output lists the individual estimates.

\section*{Numbers as computed}
\begin{verbatim}
matrix, filler permittivity: 3.0, 60.0; contrast 20.0
filler fraction 0.30, period 200 nm, fibre diameter 123.6 nm
mean field 0.20 MV/cm, 10 kHz, 300 K
optimal reference permittivity 31.50, worst-case factor 0.9048
15x15 grid: eigenvalues of A from 3.0000 to 60.0000
  late factor, random start 0.9046; slowest mode of uniform start 0.9048
  error ratio after 600 steps: 1.3e-11 at 0.51 lambda_max, 9.1e+09 at 0.49 lambda_max
  reference = matrix: residual ratio after 10 steps 2.1e+11
laminate, filler 0.20: permittivity 3.70370, harmonic mean 3.70370, factor 0.5429
steps for a drop of 1e-06 on the 45x45 fibre grid:
  contrast   2: factor 0.3333, bound 13, random error 13, uniform residual 9
  contrast   5: factor 0.6667, bound 35, random error 34, uniform residual 24
  contrast  20: factor 0.9048, bound 139, random error 138, uniform residual 89
  contrast 100: factor 0.9802, bound 691, random error 687, uniform residual 397
  contrast 300: factor 0.9934, bound 2073, random error 2058, uniform residual 1120
continuum: effective permittivity 5.2415; main mode lambda 22.721, weight 0.963
  first-step residual factor in the continuum 0.2736
  grid 45: fraction 0.2968, permittivity 5.2349, error -0.13 %
    steps 89, first factor 0.2767, late factor 0.8996, iteration error < 9.5e-11
  grid 135: fraction 0.2994, permittivity 5.2499, error +0.16 %
    steps 83, first factor 0.2762, late factor 0.9000, iteration error < 1.1e-10
  grid 225: fraction 0.3003, permittivity 5.2536, error +0.23 %
    steps 82, first factor 0.2758, late factor 0.9004, iteration error < 1.1e-10
  axis field in the gap / mean field: FFT 2.3175, multipole 2.3116
displacement 0.0928 uC/cm2, polarization 0.0751 uC/cm2
peak polymer field 0.5669 MV/cm, mean filler field 0.0262 MV/cm
peak field / rough breakdown field of 5 MV/cm: 0.113
Poole-Frenkel lowering 0.385 eV (optical permittivity 2.2), conduction times 3.0e+06
loss tangent: polymer 1.8e-03 (zero-field 1e-17 S/cm), filler 3.0e-05 (1e-11 S/cm)
tunnelling exponent for a 1 eV barrier: 120
filler saturation (E/1 MV/cm)^2: 6.9e-04
electrostatic strain at 2 GPa: 2.1e-05
interphase 2 nm, permittivity 6: shift +1.97 % (dipole-equivalent fibre)
filler permittivity 10 % lower: shift -0.65 %
arrangement bounds on permittivity: 5.2353 to 13.4694
\end{verbatim}
